# Drift velocity of an electron streaming to a phonon threshold: test program

```python
# Result under test: an electron that emits a phonon of energy E_ph at once when
# its kinetic energy reaches E_ph, with no other scattering, drifts at
#   v_d = v_0/2,  v_0 = sqrt(2 E_ph/m),  whatever the field F.
# m: band mass; p_0 = m v_0: threshold momentum; t_0 = p_0/(eF): flight time.
# The ensemble simulation uses p in units of p_0, time in t_0, energy in E_ph.
# It sizes finite emission rate, phonon absorption and elastic scattering.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

charge = const.e
mass_ratio = 0.5
mass = mass_ratio * const.m_e
phonon_meV = 60.0
phonon = phonon_meV * 1e-3 * charge
MV_per_cm = 1e8                       # in V/m
reference_field = 0.05                # MV/cm

v_threshold = np.sqrt(2 * phonon / mass)
p_threshold = mass * v_threshold
v_drift = v_threshold / 2


def flight_time(field):
    """Time from rest to threshold, in seconds; field in MV/cm."""
    return p_threshold / (charge * field * MV_per_cm)


def follow_trajectory(field, cycles, seed):
    """Small time steps; energy conservation alone fixes the speed after emission."""
    rng = np.random.default_rng(seed)
    dp = p_threshold / 2000
    dt = dp / (charge * field * MV_per_cm)
    p_along, p_across = 0.2 * p_threshold, 0.3 * p_threshold
    distance = elapsed = energy_time = 0.0
    emissions = -1                    # the first emission only starts the clock
    while emissions < cycles:
        p_mid = p_along + dp / 2
        distance += p_mid / mass * dt
        energy_time += (p_mid**2 + p_across**2) / (2 * mass) * dt
        elapsed += dt
        p_along += dp
        energy = (p_along**2 + p_across**2) / (2 * mass)
        if energy >= phonon:
            p_left = (2 * mass * (energy - phonon))**0.5
            cosine = rng.uniform(-1, 1)
            p_along = p_left * cosine
            p_across = p_left * (1 - cosine**2)**0.5
            emissions += 1
            if emissions == 0:
                distance = elapsed = energy_time = 0.0
    return distance / elapsed, energy_time / elapsed, elapsed / cycles


def bose(temperature):
    return 1 / np.expm1(phonon / (const.k * temperature))


def ensemble(coupling, n_phonon, elastic, seed, drive=1.0, start=None,
             duration=30, electrons=2000, second_mode=153.0 / phonon_meV):
    """Self-scattering Monte Carlo; averages are taken over the second half."""
    rng = np.random.default_rng(seed)
    energy_cap = 12.0
    total_rate = elastic + coupling * (
        (1 + n_phonon) * np.sqrt(energy_cap - 1)
        + n_phonon * np.sqrt(energy_cap + 1))
    steps = int(duration * total_rate)
    if start is None:
        p_along = rng.random(electrons)
        p_across = np.zeros(electrons)
    else:
        electrons = len(start)
        cosine = rng.uniform(-1, 1, electrons)
        p_along = np.sqrt(start) * cosine
        p_across = np.sqrt(start * (1 - cosine**2))
    distance = elapsed = energy_sum = above = net_emitted = 0.0
    samples = 0
    for step in range(steps):
        dt = rng.exponential(1 / total_rate, electrons)
        measuring = step >= steps // 2
        if measuring:
            distance += np.sum(p_along * dt + drive * dt**2 / 2)
            elapsed += np.sum(dt)
        p_along = p_along + drive * dt
        energy = p_along**2 + p_across**2
        assert energy.max() < energy_cap
        emission = coupling * (1 + n_phonon) * np.sqrt(np.maximum(energy - 1, 0))
        absorption = coupling * n_phonon * np.sqrt(energy + 1)
        pick = rng.random(electrons) * total_rate
        emit = pick < emission
        absorb = (~emit) & (pick < emission + absorption)
        scattered = pick < emission + absorption + elastic
        if measuring:
            energy_sum += energy.sum()
            above += np.count_nonzero(energy > second_mode)
            net_emitted += np.count_nonzero(emit) - np.count_nonzero(absorb)
            samples += electrons
        new_energy = energy - emit.astype(float) + absorb.astype(float)
        cosine = rng.uniform(-1, 1, electrons)
        speed = np.sqrt(np.maximum(new_energy, 0))
        p_along = np.where(scattered, speed * cosine, p_along)
        p_across = np.where(scattered, speed * np.sqrt(1 - cosine**2), p_across)
    return (distance / elapsed, energy_sum / samples, above / samples,
            net_emitted / elapsed)


# Ideal streaming: trajectory against formula, at two fields
assert abs(v_drift / 1.0e5 - 1) < 0.05
trajectories = []
for field, seed in ((0.05, 1), (0.2, 2)):
    speed, energy, period = follow_trajectory(field, 200, seed)
    assert abs(speed / v_drift - 1) < 5e-3
    assert abs(energy / (phonon / 3) - 1) < 1e-2
    assert abs(period / flight_time(field) - 1) < 5e-3
    trajectories.append((field, speed, energy))

# Nonparabolic band E(1 + aE) = p^2/(2m): direct average of dE/dp over a flight
gap_eV = 9.0
a = phonon_meV * 1e-3 / gap_eV


def band_energy(p):
    return (np.sqrt(1 + 4 * a * p**2) - 1) / (2 * a)


def band_velocity(p, h=1e-4):
    return (band_energy(p + h) - band_energy(p - h)) / (2 * h)


p_end = brentq(lambda p: band_energy(p) - 1, 0.5, 2)
nonparabolic_ratio = quad(band_velocity, 0, p_end)[0] / p_end
assert abs(nonparabolic_ratio - 1 / np.sqrt(1 + a)) < 1e-6

# Simulation check without field: electrons start on the lowest energy rungs
# and must climb to the thermal mean energy 3kT/2
kT_300 = const.k * 300 / phonon
thermal = np.random.default_rng(5).gamma(1.5, kT_300, 4000)
_, rest_energy, _, _ = ensemble(10.0, bose(300), 0.0, 6, drive=0.0,
                               start=thermal % 1.0)
assert abs(rest_energy / (1.5 * kT_300) - 1) < 0.04

# Sizes of the neglected effects
emission_rate = 1e14                  # 1/s, rough
mobility = 20.0                       # cm2/Vs, rough
elastic_time = mobility * 1e-4 * mass / charge
results = {}
cases = [(T, F, False) for T in (77, 300) for F in (0.01, 0.05, 0.2)]
cases += [(300, 0.05, True), (300, 0.2, True)]
for number, (temperature, field, disorder) in enumerate(cases):
    t_flight = flight_time(field)
    elastic = t_flight / elastic_time if disorder else 0.0
    mean_p, mean_energy, above, net_rate = ensemble(
        emission_rate * t_flight, bose(temperature), elastic, 20 + number)
    assert abs(2 * mean_p - net_rate) < 0.02      # power in = power out
    results[temperature, field, disorder] = (mean_p * v_threshold,
                                             mean_energy * phonon_meV, above)

assert abs(results[77, 0.01, False][0] / v_drift - 1) < 0.04
assert results[300, 0.01, False][0] < 0.5 * v_drift
assert results[300, 0.05, True][0] < 0.2 * v_drift

t_ref = flight_time(reference_field)
length = phonon / (charge * reference_field * MV_per_cm)
print(f"band mass: {mass_ratio:.2f} m_e")
print(f"phonon energy: {phonon_meV:.1f} meV")
print(f"threshold momentum: {p_threshold:.4e} kg m/s")
print(f"threshold speed: {v_threshold:.4e} m/s")
print(f"streaming drift velocity: {v_drift:.4e} m/s")
print(f"streaming drift velocity, converted: {v_drift * 100:.3e} cm/s")
print(f"mean kinetic energy in streaming: {phonon_meV / 3:.2f} meV")
print(f"reference field: {reference_field:.2f} MV/cm")
print(f"flight time at reference field: {t_ref * 1e15:.1f} fs")
print(f"flight length at reference field: {length * 1e9:.2f} nm")
for field, speed, energy in trajectories:
    print(f"trajectory at {field:.2f} MV/cm: drift {speed:.4e} m/s, "
          f"mean energy {energy / charge * 1e3:.2f} meV")
print(f"rough gap for nonparabolicity: {gap_eV:.1f} eV")
print(f"drift change from nonparabolicity: {100 * (nonparabolic_ratio - 1):.2f} %")
print(f"phonon number at 77 K: {bose(77):.2e}")
print(f"phonon number at 300 K: {bose(300):.3f}")
print(f"field-free simulated mean energy, 300 K: {rest_energy * phonon_meV:.1f} meV")
print(f"thermal mean energy 3kT/2, 300 K: {1.5 * kT_300 * phonon_meV:.1f} meV")
print(f"rough emission rate scale W: {emission_rate:.1e} 1/s")
print(f"emission time 1/W: {1e15 / emission_rate:.1f} fs")
print(f"flight time at 1 MV/cm: {flight_time(1.0) * 1e15:.2f} fs")
print(f"rough mobility for disorder: {mobility:.0f} cm2/Vs")
print(f"elastic time from that mobility: {elastic_time * 1e15:.2f} fs")
print("simulated drift, ratio to ideal, mean energy, time above 153 meV:")
for (temperature, field, disorder), (speed, energy, above) in results.items():
    label = "with disorder" if disorder else "no disorder"
    print(f"  {temperature} K, {field:.2f} MV/cm, {label}: {speed:.2e} m/s, "
          f"{speed / v_drift:.2f}, {energy:.1f} meV, {100 * above:.2f} %")
print("done: every assertion held")
```

Running it gives:

```
band mass: 0.50 m_e
phonon energy: 60.0 meV
threshold momentum: 9.3578e-26 kg m/s
threshold speed: 2.0545e+05 m/s
streaming drift velocity: 1.0273e+05 m/s
streaming drift velocity, converted: 1.027e+07 cm/s
mean kinetic energy in streaming: 20.00 meV
reference field: 0.05 MV/cm
flight time at reference field: 116.8 fs
flight length at reference field: 12.00 nm
trajectory at 0.05 MV/cm: drift 1.0275e+05 m/s, mean energy 20.03 meV
trajectory at 0.20 MV/cm: drift 1.0273e+05 m/s, mean energy 20.03 meV
rough gap for nonparabolicity: 9.0 eV
drift change from nonparabolicity: -0.33 %
phonon number at 77 K: 1.18e-04
phonon number at 300 K: 0.109
field-free simulated mean energy, 300 K: 38.9 meV
thermal mean energy 3kT/2, 300 K: 38.8 meV
rough emission rate scale W: 1.0e+14 1/s
emission time 1/W: 10.0 fs
flight time at 1 MV/cm: 5.84 fs
rough mobility for disorder: 20 cm2/Vs
elastic time from that mobility: 5.69 fs
simulated drift, ratio to ideal, mean energy, time above 153 meV:
  77 K, 0.01 MV/cm, no disorder: 1.00e+05 m/s, 0.98, 25.8 meV, 0.00 %
  77 K, 0.05 MV/cm, no disorder: 9.91e+04 m/s, 0.96, 36.7 meV, 0.02 %
  77 K, 0.20 MV/cm, no disorder: 1.08e+05 m/s, 1.05, 66.8 meV, 6.01 %
  300 K, 0.01 MV/cm, no disorder: 1.42e+04 m/s, 0.14, 40.0 meV, 0.84 %
  300 K, 0.05 MV/cm, no disorder: 4.69e+04 m/s, 0.46, 45.1 meV, 1.11 %
  300 K, 0.20 MV/cm, no disorder: 8.08e+04 m/s, 0.79, 68.8 meV, 6.93 %
  300 K, 0.05 MV/cm, with disorder: 8.14e+03 m/s, 0.08, 40.1 meV, 0.87 %
  300 K, 0.20 MV/cm, with disorder: 2.90e+04 m/s, 0.28, 51.1 meV, 2.43 %
done: every assertion held
```
